# Homolytic and Heterolytic Cycles Give the Same Ligand-Exchange Energy

## Definitions and conventions

In atomic layer deposition a metal precursor can lose a ligand by reacting with a proton-bearing group. The elementary exchange is

$$\mathrm{M{-}L+H{-}A\;\rightarrow\;M{-}A+H{-}L}. \tag{1}$$

Here M is the metal atom together with all the ligands that stay on it, L is the leaving ligand, and A is what remains of the acid HA after loss of a proton. For a metal chloride and water, L is Cl and A is OH. The protonolysis energy is the energy of the products minus that of the reactants,

$$\Delta E=E(\mathrm{MA})+E(\mathrm{HL})-E(\mathrm{ML})-E(\mathrm{HA}), \tag{2}$$

so a positive $\Delta E$ means that the exchange costs energy. Until temperature is introduced, all energies are electronic energies at fixed nuclear positions, with the four molecules far apart.

Each bond is written X–Y, where X is M or H and Y is L or A. It can be broken in two ways:

- Homolytic: $\mathrm{XY\to X+Y}$, one electron of the bond to each neutral fragment. The energy required is $D(\mathrm{XY})$.
- Heterolytic: $\mathrm{XY\to X^++Y^-}$, both electrons to Y. The energy required is $B(\mathrm{XY})$, with the ions taken to infinite separation.

The ionization energy of X and the electron affinity of Y are

$$I(\mathrm X)=E(\mathrm X^+)-E(\mathrm X),\qquad A_e(\mathrm Y)=E(\mathrm Y)-E(\mathrm Y^-). \tag{3}$$

The free electron at rest has zero energy. A positive affinity means that the anion lies below the neutral fragment.

The claim is that $\Delta E$ comes out the same whether the four bonds are all broken homolytically or all heterolytically. One condition is needed: within each cycle, a fragment must be in the same state in both bonds that yield it, meaning the same charge, spin state and geometry. All energies must come from one level of theory.

## First derivation: total energies

The definition of the homolytic bond energy is

$$D(\mathrm{XY})=E(\mathrm X)+E(\mathrm Y)-E(\mathrm{XY}). \tag{4}$$

Solve this for the molecular energy, $E(\mathrm{XY})=E(\mathrm X)+E(\mathrm Y)-D(\mathrm{XY})$, and insert it four times in (2):

$$\begin{aligned}\Delta E={}&[E(\mathrm M)+E(\mathrm A)-D(\mathrm{MA})]+[E(\mathrm H)+E(\mathrm L)-D(\mathrm{HL})]\\&-[E(\mathrm M)+E(\mathrm L)-D(\mathrm{ML})]-[E(\mathrm H)+E(\mathrm A)-D(\mathrm{HA})].\end{aligned}$$

Each of $E(\mathrm M)$, $E(\mathrm H)$, $E(\mathrm L)$ and $E(\mathrm A)$ occurs once with a plus sign and once with a minus sign. What remains is

$$\Delta E=D(\mathrm{ML})+D(\mathrm{HA})-D(\mathrm{MA})-D(\mathrm{HL}). \tag{5}$$

Bonds that are broken count positively and bonds that are formed count negatively.

For the heterolytic cycle the definition is

$$B(\mathrm{XY})=E(\mathrm X^+)+E(\mathrm Y^-)-E(\mathrm{XY}). \tag{6}$$

The same substitution gives

$$\begin{aligned}\Delta E={}&[E(\mathrm M^+)+E(\mathrm A^-)-B(\mathrm{MA})]+[E(\mathrm H^+)+E(\mathrm L^-)-B(\mathrm{HL})]\\&-[E(\mathrm M^+)+E(\mathrm L^-)-B(\mathrm{ML})]-[E(\mathrm H^+)+E(\mathrm A^-)-B(\mathrm{HA})].\end{aligned}$$

Now the ion energies cancel in pairs, and

$$\Delta E=B(\mathrm{ML})+B(\mathrm{HA})-B(\mathrm{MA})-B(\mathrm{HL}). \tag{7}$$

Both (5) and (7) equal the same difference of molecular energies. The fragments are intermediate stations: the reactants are taken apart into four pieces, and the same four pieces are put together differently.

## Second derivation: correcting each bond

Suppose now that no total energies are known, but only bond energies, ionization energies and affinities. Heterolytic cleavage can be carried out in three stages:

1. Break XY into neutral fragments, at cost $D(\mathrm{XY})$.
2. Remove an electron from X, at cost $I(\mathrm X)$.
3. Attach that electron to Y, which returns $A_e(\mathrm Y)$.

Energy depends on the initial and final states and not on the path between them, so

$$B(\mathrm{XY})=D(\mathrm{XY})+I(\mathrm X)-A_e(\mathrm Y). \tag{8}$$

The zero chosen for the free electron does not matter, because the electron is released in stage 2 and consumed in stage 3.

Insert (8) in the heterolytic sum:

$$\begin{aligned}
&B(\mathrm{ML})+B(\mathrm{HA})-B(\mathrm{MA})-B(\mathrm{HL})\\
&=D(\mathrm{ML})+D(\mathrm{HA})-D(\mathrm{MA})-D(\mathrm{HL})\\
&\quad+[I(\mathrm M)-A_e(\mathrm L)]+[I(\mathrm H)-A_e(\mathrm A)]\\
&\quad-[I(\mathrm M)-A_e(\mathrm A)]-[I(\mathrm H)-A_e(\mathrm L)].
\end{aligned} \tag{9}$$

In the last two lines $I(\mathrm M)$ cancels between the two metal bonds and $I(\mathrm H)$ between the two hydrogen bonds. The affinity of L cancels between ML and HL, and that of A between MA and HA. Two affinities are therefore involved, one for each ligand. The corrections sum to zero and the two cycles agree.

The argument uses one property of the correction: it is a sum of a part belonging to X and a part belonging to Y. For any correction $f(\mathrm X)+g(\mathrm Y)$,

$$[f(\mathrm M)+g(\mathrm L)]+[f(\mathrm H)+g(\mathrm A)]-[f(\mathrm M)+g(\mathrm A)]-[f(\mathrm H)+g(\mathrm L)]=0. \tag{10}$$

Breaking every bond with the opposite polarity, into $\mathrm X^-$ and $\mathrm Y^+$, corresponds to $f=-A_e(\mathrm X)$ and $g=I(\mathrm Y)$. It must give the same $\Delta E$ too.

## What each derivation assumes

The first derivation assumes that every molecule and fragment has a total energy on a common scale. It needs no ionization energy or affinity, and it treats the two cleavages separately. An error in a fragment energy drops out if the same value is used throughout; an error in a molecular energy remains.

The second derivation assumes less about total energies but more about the data. Relation (8) must hold for each bond, so the neutral fragments reached in stage 1 must be the ones that are ionized or given an electron in stages 2 and 3. It shows which quantity cancels against which, and hence what happens when the data are inconsistent. If the affinity used for L in ML is larger by $\delta$ than the one used in HL, the heterolytic sum is wrong by $-\delta$.

Both arguments carry over to enthalpies or free energies at one temperature, since these are also functions of state. The standard states must then be the same throughout, and a solvated ion must have the same solvation energy in both bonds that yield it. If a second ligand is exchanged afterwards, the metal fragment already carries A. It is a new fragment with its own ionization energy, which must be used for both metal bonds of that second step.

## Two ways to break the cancellation

**Mixed cleavage.** Let the metal bonds be broken homolytically and the covalent bonds to hydrogen, HA and HL, heterolytically. Only HA and HL then carry corrections:

$$\begin{aligned}\Delta E_{\rm mix}-\Delta E&=[I(\mathrm H)-A_e(\mathrm A)]-[I(\mathrm H)-A_e(\mathrm L)]\\&=A_e(\mathrm L)-A_e(\mathrm A).\end{aligned} \tag{11}$$

The error vanishes when the two ligands have equal affinities. If instead the bonds to L are broken homolytically and those to A heterolytically, the error is

$$[I(\mathrm H)-A_e(\mathrm A)]-[I(\mathrm M)-A_e(\mathrm A)]=I(\mathrm H)-I(\mathrm M). \tag{12}$$

**Mixed geometries.** A metal fragment cut out of ML generally has a different shape from one cut out of MA. Let $h$ be the height of the metal above the plane of its remaining ligands, with $h=h_0$ in the relaxed neutral fragment and $h=0$ in the relaxed cation. With the same stiffness $\kappa$ for both, the vertical ionization energy at fixed $h$ is

$$\begin{aligned}I_v(h)&=I(\mathrm M)+\tfrac12\kappa h^2-\tfrac12\kappa(h-h_0)^2\\&=I(\mathrm M)+\kappa h_0h-\tfrac12\kappa h_0^2.\end{aligned} \tag{13}$$

If bond energies to relaxed fragments are combined with $I_v$ at the height found in each molecule, the metal term no longer cancels:

$$I_v(h_L)-I_v(h_A)=\kappa h_0(h_L-h_A). \tag{14}$$

For $\kappa=100\ \mathrm{eV/nm^2}$, $h_0=0.03$ nm, $h_L=0.06$ nm and $h_A=0.05$ nm, this is $100\times0.03\times0.01=0.03$ eV. The shapes and values are illustrative, not those of a particular metal fragment. One cure is to use relaxed fragments throughout.

## A model of the four bonds

The identity can be followed in a model where bond energies are calculated, not supplied. Each fragment has one orbital, and each bond holds two electrons. Measure energy from the separated neutral fragments. At distance $R$ the ionic forms $\mathrm{X^+Y^-}$ and $\mathrm{X^-Y^+}$ have energies

$$a=I(\mathrm X)-A_e(\mathrm Y)-\frac kR,\qquad b=I(\mathrm Y)-A_e(\mathrm X)-\frac kR, \tag{15}$$

with $k=1.44$ eV nm. An electron hops between the orbitals with amplitude $t$. The neutral singlet is a normalized combination of two spin arrangements, each with weight one half. Both arrangements connect to each ionic form, so the coupling is $2\times t/\sqrt2=\sqrt2\,t$ in magnitude.

Let $c_0,c_a,c_b$ be the amplitudes of the neutral and ionic forms in the ground state, whose energy is $-D$. The ionic rows of the eigenvalue equation are

$$-\sqrt2\,t\,c_0+a\,c_a=-D\,c_a,\qquad -\sqrt2\,t\,c_0+b\,c_b=-D\,c_b,$$

so $c_a=\sqrt2\,t\,c_0/(D+a)$ and $c_b=\sqrt2\,t\,c_0/(D+b)$. The neutral row, $-\sqrt2\,t(c_a+c_b)=-D\,c_0$, then gives

$$D=2t^2\left(\frac1{D+a}+\frac1{D+b}\right). \tag{16}$$

A hard contact fixes each bond length. The hopping falls off as $e^{-(R-R_0)/\lambda}$ beyond the contact distance $R_0$, with $\lambda=0.05$ nm.

The fragment parameters, in eV, are $I=8.0,\,13.0,\,13.6,\,13.0$ and $A_e=1.0,\,3.6,\,0.75,\,1.8$ for M, L, H and A in turn. The bonds are:

| Bond | $R_0$ (nm) | $t$ (eV) | $D$ (eV) | $B$ (eV) |
|---|---:|---:|---:|---:|
| ML | 0.22 | 1.8 | 4.06 | 8.46 |
| HA | 0.10 | 1.9 | 5.18 | 16.98 |
| MA | 0.18 | 2.2 | 4.59 | 10.79 |
| HL | 0.13 | 2.1 | 4.32 | 14.32 |

For ML, $k/R_0=6.55$ eV, hence $a=-2.15$ eV and $b=5.45$ eV. With $D=4.06$ eV the right side of (16) is $6.48\,(1/1.91+1/9.51)\approx4.07$ eV, which agrees within the rounding.

The values of $B$ were found from each molecule's own ionic state at 2 and 4 nm. The separated-ion energy is built into (15), so their agreement with (8) is a consistency check of the bookkeeping, not an independent result. At such distances the hopping is negligible and $E(R)=E_\infty-k/R$, so

$$2E(2R)-E(R)=2E_\infty-\frac kR-E_\infty+\frac kR=E_\infty. \tag{17}$$

The two cycles are then

$$\begin{aligned}\Delta E_{\rm hom}&=4.06+5.18-4.59-4.32=0.33\ \mathrm{eV},\\\Delta E_{\rm het}&=8.46+16.98-10.79-14.32=0.33\ \mathrm{eV}.\end{aligned}$$

The individual heterolytic energies exceed the homolytic ones by 4.4 to 11.8 eV, yet the sums agree. The opposite polarity also gives 0.33 eV. So does a direct calculation with four electrons on all four fragments, first bonded as reactants and then as products; the two molecules do not interact in it, so it amounts to evaluating (2) with the same pair energies. The main result is $\Delta E=0.33$ eV, or about 32 kJ/mol.

Mixing the cleavages spoils this. With homolytic metal bonds and heterolytic hydrogen bonds the sum is $4.06-4.59+16.98-14.32=2.13$ eV. The error of 1.80 eV is $3.6-1.8$ eV, as (11) requires. The other mixture gives 5.93 eV, with an error of $13.6-8.0=5.6$ eV.

## Why the neutral limit is the ground state

A heterolytic energy is well defined even though a stretched gas-phase molecule need not end as ions in its ground state. Without hopping, the ionic and neutral curves cross where $a=0$:

$$R_c=\frac{k}{I(\mathrm X)-A_e(\mathrm Y)}. \tag{18}$$

For ML this is $1.44/4.40=0.33$ nm, and the calculated weight of $\mathrm{M^+L^-}$ there is 0.49. At larger distances the ionic curve lies above the neutral one, and the hopping that mixes them dies away. The ground state then leads to neutral fragments, while the ionic limit is an excited state. This ordering requires $I(\mathrm X)>A_e(\mathrm Y)$, and the opposite polarity must lie above the neutral limit too, $I(\mathrm Y)>A_e(\mathrm X)$. Both conditions hold for all four bonds here.

## Cancellation does not mean independence

The ionization energy of M drops out of (9) at given bond energies. It still helps to determine those bond energies. In this model, take the bare cation $\mathrm M^+$ as the zero of the metal's energy. The metal then contributes $0$ in $\mathrm{M^+Y^-}$, $-I(\mathrm M)$ in the neutral form, and $-I(\mathrm M)-A_e(\mathrm M)$ in $\mathrm{M^-Y^+}$.

Let $w_Y$ be the weight of $\mathrm{M^+Y^-}$ in the bond. The derivative of a normalized eigenstate's energy is the expectation value of the derivative of the Hamiltonian. At fixed affinities, bond lengths and hoppings this gives $\partial E(\mathrm{MY})/\partial I(\mathrm M)=-(1-w_Y)$. The free neutral fragment has derivative $-1$. From (4),

$$\frac{\partial D(\mathrm{MY})}{\partial I(\mathrm M)}=-1+(1-w_Y)=-w_Y,\qquad \frac{\partial\Delta E}{\partial I(\mathrm M)}=w_A-w_L. \tag{19}$$

The calculated weights are $w_L=0.62$ and $w_A=0.52$, so the slope is $-0.10$. Raising $I(\mathrm M)$ by a full 1 eV lowers $\Delta E$ from 0.33 to 0.23 eV, and the two cycles still agree with each other.

The slope in (19) vanishes when the two metal bonds have equal ionic weight. One such case is the purely ionic limit, $t\to0$ at fixed bond lengths with $a<0$ and $a<b$. If the two bonds to hydrogen meet the same conditions, as they do here, then $D=-a$ for all four bonds, and (8) gives $B=k/R_0$, so

$$\Delta E\to k\left(\frac1{R_{ML}}+\frac1{R_{HA}}-\frac1{R_{MA}}-\frac1{R_{HL}}\right). \tag{20}$$

For the present lengths this is $6.55+14.40-8.00-11.08=1.87$ eV. The model value of 0.33 eV is far from it, so electron sharing cannot be ignored here.

## Comparison with a real deposition reaction

The parameters lie roughly in the regime of titanium tetrachloride reacting with water at 500 K. The bond lengths, the affinities of Cl and OH, and the H–Cl and H–OH bond energies are of the right size. The values for the metal fragment are less certain, and the hoppings were chosen to give bond energies of a few eV. The result is therefore not a predicted reaction energy for titanium tetrachloride.

For rough vibrational wavenumbers and rigid rotors, the changes left out of $\Delta E$ are $-0.08$ eV from zero-point motion, $-0.02$ eV from thermal vibration, $+0.09$ eV from rotation and $-0.04$ eV from translation. There are also $4\times2\times3=24$ equivalent choices of ligand, proton and torsional well, which contribute $-k_BT\ln24=-0.14$ eV. The sum, taken before rounding the terms, is $-0.18$ eV, giving a gas-phase free energy of about 0.15 eV at equal standard pressures. Separate torsional wells are a rough picture at 500 K, because the barrier implied by the assumed torsional wavenumber of 300 cm$^{-1}$ is comparable with $k_BT$. Even free rotation would lower the result by only about 0.03 eV.

Polarization of the anion is a larger uncertainty. A point charge at distance $R$ lowers the energy of an ion of polarizability volume $\alpha$ by $k\alpha/(2R^4)$. With $\alpha=0.003$ and $0.002\ \mathrm{nm^3}$ for L and A, applying this lowering to both ionic forms of each metal bond (the same shift for $\mathrm{M^-Y^+}$ is a simplification), and to no other bond, raises $D(\mathrm{ML})$ by 0.63 eV and $D(\mathrm{MA})$ by 0.86 eV. The reaction energy falls by 0.23 eV, enough to reverse the sign of the free energy. The shift is a difference of two larger terms and depends strongly on the chosen polarizabilities: with $0.004\ \mathrm{nm^3}$ for L and the same value for A as before, it nearly vanishes. The chosen values also lie below those of the free anions: second-order perturbation theory in an augmented triple-zeta basis gives about 0.0041 and $0.0037\ \mathrm{nm^3}$ for $\mathrm{Cl^-}$ and $\mathrm{OH^-}$ (0.0034 and 0.0032 in the double-zeta basis, so not yet converged), and with these the reaction energy would fall by 0.7 to 0.8 eV. This is a sensitivity, not a correction, because the chosen hoppings already absorb part of the effect. The hoppings themselves matter about as much as the 0.23 eV shift: raising any one of them by 5% changes $\Delta E$ by 0.14 to 0.20 eV in magnitude. For HL the same formula would give about 7.6 eV, more than the bond energy itself, so the point-charge estimate is unusable at that distance.

A reactor also breaks the assumption of equal pressures, since the product HL is swept away. For ideal gases, each tenfold reduction of its pressure, with the other pressures fixed, lowers the reaction free energy by $k_BT\ln10=0.10$ eV at 500 K. Bonding of M to a growing oxide and hydrogen bonds between surface groups are not included or sized here. They change the molecular energies and hence $\Delta E$; the two cycles still agree if each fragment keeps one state throughout each cycle. The numerical output gives the individual values.

## Computed results

```
Coulomb constant k = 1.4400 eV nm; hopping decay 0.05 nm
fragment M: I = 8.000 eV, EA = 1.000 eV
fragment L: I = 13.000 eV, EA = 3.600 eV
fragment H: I = 13.598 eV, EA = 0.750 eV
fragment A: I = 13.000 eV, EA = 1.800 eV
bond ML: length 0.22 nm, hopping 1.8 eV, weight of X+Y- 0.622
bond HA: length 0.10 nm, hopping 1.9 eV, weight of X+Y- 0.378
bond MA: length 0.18 nm, hopping 2.2 eV, weight of X+Y- 0.523
bond HL: length 0.13 nm, hopping 2.1 eV, weight of X+Y- 0.393
bond ML: D = 4.0619, B = 8.4619, B(X-,Y+) = 16.0619 eV
bond HA: D = 5.1809, B = 16.9792, B(X-,Y+) = 17.4309 eV
bond MA: D = 4.5926, B = 10.7926, B(X-,Y+) = 16.5926 eV
bond HL: D = 4.3230, B = 14.3213, B(X-,Y+) = 16.5730 eV
bond ML: I(X)-EA(Y) = 4.4000 eV
bond HA: I(X)-EA(Y) = 11.7983 eV
bond MA: I(X)-EA(Y) = 6.2000 eV
bond HL: I(X)-EA(Y) = 9.9983 eV
direct reaction energy: 0.3272 eV = 31.6 kJ/mol
homolytic cycle: 0.3272 eV
heterolytic cycle: 0.3272 eV
opposite-polarity cycle: 0.3272 eV
largest cycle mismatch: 7.1e-14 eV
M bonds homolytic, H bonds heterolytic: 2.1272 eV, error 1.8000 eV
L bonds homolytic, A bonds heterolytic: 5.9254 eV, error 5.5983 eV
M height: stiffness 100 eV/nm^2, free 0.03, in ML 0.06, in MA 0.05 nm
vertical I(M): in ML 8.1350 eV, in MA 8.1050 eV
error from vertical I(M) with relaxed D: 0.0300 eV
slope of reaction energy with I(M): -0.0989 (eV per eV)
reaction energy with I(M) raised by 1 eV: 0.2331 eV
ML curve crossing: 0.3273 nm, ionic weight there 0.490
temperature 500 K, kT = 0.0431 eV
mode wavenumbers before (cm^-1): 500 130 130 3700 3700 1600
mode wavenumbers after (cm^-1): 700 150 150 3700 600 300 2900
zero-point change: -0.0781 eV
thermal vibration change: -0.0161 eV
rotation change: 0.0927 eV
translation change: -0.0391 eV
equivalent sites and wells: 24, change -0.1369 eV
sum of these five changes: -0.1775 eV
reaction free energy estimate: 0.1497 eV = 14.4 kJ/mol
ML: polarizability 0.003 nm^3, ion shift 0.922 eV, D rises 0.630 eV
MA: polarizability 0.002 nm^3, ion shift 1.372 eV, D rises 0.856 eV
reaction energy shift from polarization in M bonds: -0.226 eV
```
